# Why CO2 has even J and O2 has odd N

## Question

I am trying to understand the missing rotational levels of two molecules whose oxygen nuclei are all $^{16}$O. The exercise says: use the Bose statistics of these spinless nuclei to show that CO$_2$ in its ground state has only even $J$, while O$_2$, whose ground state is $^3\Sigma_g^-$, has only odd $N$.

My attempt: exchanging the two oxygen nuclei must leave the wavefunction unchanged. The exchange turns the molecular axis round, so the rotational function gives $(-1)^J$. The electronic ground states of both molecules are *gerade*, so I took the electronic factor to be $+1$ in both cases. That gives even values for CO$_2$, as wanted, but also for O$_2$. Where does the extra minus sign come from? And does "ground state" for CO$_2$ mean only the electronic state, or the vibrational state too?

## Answer

Your rotational factor is right. The slip is in the electronic factor: the label $g$ describes inversion of the electron positions, and exchanging the nuclei is a different operation. The superscript in $\Sigma^\pm$ matters as well. For CO$_2$ the vibrational state also has to be specified.

### What the exchange does

Let $P$ exchange the two oxygen nuclei and leave every electron where it is in the laboratory:

$$
(P\Psi)(\mathbf r;\mathbf R_1,\mathbf R_2)=\Psi(\mathbf r;\mathbf R_2,\mathbf R_1).
$$

Here $\mathbf r$ stands for all electron positions, measured from the midpoint of the two oxygen nuclei, which $P$ does not move. In CO$_2$ the carbon nucleus also stays put. Let $\mathbf n$ be the unit vector from oxygen 1 to oxygen 2. Then $P$ replaces $\mathbf n$ by $-\mathbf n$.

A $^{16}$O nucleus has spin 0 and is a boson, so $P\Psi=+\Psi$. Two nuclei of spin $I$ have $(2I+1)^2$ spin product functions. Of these, $2I+1$ have equal projections and are symmetric. The remaining $2I(2I+1)$ form pairs, each giving one symmetric and one antisymmetric combination. There are therefore $I(2I+1)$ antisymmetric functions, which is zero for $I=0$. The nuclear spins cannot supply a minus sign, and the rest of the wavefunction must be symmetric by itself.

In the Born–Oppenheimer picture, for a $\Sigma$ state without vibrational angular momentum, the rest is a product

$$
\Psi=\psi_{\rm el}(\mathbf r;\mathbf n)\,\chi_{\rm vib}\,Y_{NM}(\mathbf n),
$$

and the condition becomes

$$
s_{\rm el}\,s_{\rm vib}\,s_{\rm rot}=+1, \tag{1}
$$

where each $s$ is the factor that $P$ produces. $N$ is the total angular momentum without electron spin. CO$_2$ is a singlet, so $N=J$. For O$_2$ I refer the electron spin to laboratory axes; $P$ then leaves the spin function alone.

### The rotational factor

Reversing $\mathbf n$ means $\theta\to\pi-\theta$ and $\phi\to\phi+\pi$. For $M\ge0$, with $x=\cos\theta$,

$$
Y_{NM}\propto e^{iM\phi}(1-x^2)^{M/2}\frac{d^{\,N+M}}{dx^{\,N+M}}(x^2-1)^N .
$$

The function $(x^2-1)^N$ is even in $x$, and each derivative changes its parity. Hence $x\to-x$ gives $(-1)^{N+M}$. The exponential gives $e^{iM\pi}=(-1)^M$. Together,

$$
s_{\rm rot}=(-1)^{N+M}(-1)^M=(-1)^N. \tag{2}
$$

Negative $M$ follows by complex conjugation, which does not affect a real sign.

### The electronic factor

Let $F(\mathbf r')$ be the electronic function with the molecule along the $z$ axis. To point the molecule along $\mathbf n$, use the rotation $R_{\mathbf n}=R_z(\phi)R_y(\theta)$ and carry the electronic function with it:

$$
\psi_{\rm el}(\mathbf r;\mathbf n)=F(\mathbf r'),\qquad \mathbf r'=R_{\mathbf n}^{-1}\mathbf r .
$$

An additional turn about the molecular axis would make no difference, because $F$ is unchanged by such turns in a $\Sigma$ state. So $\psi_{\rm el}$ is a well-defined function of $\mathbf n$.

After the exchange the rotation is $R_{-\mathbf n}=R_z(\phi+\pi)R_y(\pi-\theta)$. Compare it with the old one:

$$
R_{\mathbf n}^{-1}R_{-\mathbf n}
=R_y(-\theta)R_z(-\phi)R_z(\phi+\pi)R_y(\pi-\theta)
=R_y(-\theta)R_z(\pi)R_y(\pi-\theta).
$$

A half turn about $z$ reverses the $y$ axis, so $R_z(\pi)R_y(\alpha)=R_y(-\alpha)R_z(\pi)$. With $\alpha=\pi-\theta$,

$$
R_{\mathbf n}^{-1}R_{-\mathbf n}
=R_y(-\theta)R_y(\theta-\pi)R_z(\pi)
=R_y(-\pi)R_z(\pi).
$$

The two factors are diagonal matrices:

$$
\mathrm{diag}(-1,1,-1)\,\mathrm{diag}(-1,-1,1)=\mathrm{diag}(1,-1,-1)\equiv H .
$$

$H$ is a half turn about the body-fixed $x$ axis, perpendicular to the molecule. Since $R_{-\mathbf n}=R_{\mathbf n}H$ and $H^{-1}=H$,

$$
\psi_{\rm el}(\mathbf r;-\mathbf n)=F(H^{-1}R_{\mathbf n}^{-1}\mathbf r)=F(H\mathbf r')=s_{\rm el}F(\mathbf r').
$$

This makes sense physically. The electrons have not moved, but the frame from which we describe them has been turned end over end.

Now factor the half turn:

$$
H=\mathrm{diag}(1,-1,-1)=\underbrace{\mathrm{diag}(-1,-1,-1)}_{\text{inversion}}\;\underbrace{\mathrm{diag}(-1,1,1)}_{\text{reflection } x\to-x}.
$$

The mirror is the $yz$ plane, which contains the molecular axis. The inversion sign $s_i$ is $+1$ for $g$ and $-1$ for $u$. The reflection sign $s_\sigma$ is $+1$ for $\Sigma^+$ and $-1$ for $\Sigma^-$. Therefore

$$
s_{\rm el}=s_i\,s_\sigma . \tag{3}
$$

Your argument kept $s_i$ and dropped $s_\sigma$.

It helps to see which laboratory operation $s_i$ does belong to. Let $E^*$ invert all particle positions in the laboratory, so that $\mathbf r\to-\mathbf r$ and $\mathbf n\to-\mathbf n$. Combining $E^*$ with $P$ reverses $\mathbf n$ twice, leaving only $\mathbf r\to-\mathbf r$. The electronic factor is then $F(-\mathbf r')=s_iF(\mathbf r')$. So $g$ and $u$ give the electronic sign under the combined operation $PE^*$, not under $P$.

### The sign for CO$_2$

CO$_2$ has closed shells. In a mean-field description, the spatial function that goes with a fixed assignment of electron spins is a determinant for the spin-up electrons times a determinant for the spin-down electrons, both built from the same real orbitals.

Any symmetry operation mixes these occupied orbitals among themselves through a real orthogonal matrix $U$. Each determinant is multiplied by $\det U=\pm1$, so the product is multiplied by $(\det U)^2=+1$. This applies to inversion, reflection and $H$ alike. The state is $\Sigma_g^+$, and

$$
s_{\rm el}({\rm CO_2})=+1 .
$$

Electron correlation does not alter this as long as the true nondegenerate ground state has a nonzero overlap with the determinant. Two functions with opposite signs under a symmetry operation are orthogonal, so functions that overlap must have the same sign.

### The sign for O$_2$

Outside its closed shells, O$_2$ has two electrons in a pair of antibonding $\pi_g$ orbitals. Their form is

$$
\pi_x=x\,f(\rho,z),\qquad \pi_y=y\,f(\rho,z),\qquad f(\rho,-z)=-f(\rho,z),
$$

where $\rho$ is the distance from the axis. The function $f$ is odd in $z$ because the atomic $p$ orbitals on the two atoms enter with opposite signs. Inversion reverses both $x$ and $f$, so each orbital is indeed $g$.

A triplet spin function is symmetric under exchange of the two electrons, so by the Pauli principle the spatial function is antisymmetric:

$$
\begin{aligned}
A&=\pi_x(1)\pi_y(2)-\pi_y(1)\pi_x(2)\\
&=f(1)f(2)\,(x_1y_2-y_1x_2).
\end{aligned}
$$

All the signs can be read from this expression:

- A turn about $z$ leaves $x_1y_2-y_1x_2$ unchanged, since it is the $z$ component of a cross product. This is a $\Sigma$ state.
- Inversion changes the sign of both $f$ factors and of all four coordinates. The product is unchanged, so $s_i=+1$.
- The reflection $x\to-x$ changes the sign of the bracket and leaves $f$ alone, so $s_\sigma=-1$.
- The half turn $H$ takes $y\to-y$ and $z\to-z$. The two $f$ factors give $(-1)^2=+1$, and the bracket gives $-1$.

The closed shells contribute $+1$, as in CO$_2$. Hence the state is $^3\Sigma_g^-$ and

$$
s_{\rm el}({\rm O_2})=-1 .
$$

This minus sign is not the one from exchanging electrons. It arises because the half turn reverses one orbital of the pair, $\pi_x\to-\pi_x$, and keeps the other, $\pi_y\to+\pi_y$. For contrast, take the singlet $\pi_x(1)\pi_x(2)+\pi_y(1)\pi_y(2)$, from the same two orbitals. It is also $g$, but every term contains an orbital twice, so $H$ gives $+1$. That state would have even $N$. The label $g$ alone therefore cannot settle the matter.

Why is the triplet the lowest state of this pair? Write $h$ for the energy of one electron in either orbital, including the field of the closed shells. Define the repulsion integrals $\mathcal J$ between densities $\pi_x^2$ and $\pi_y^2$, $\mathcal J_0$ between $\pi_x^2$ and itself, and $K$ between $\pi_x\pi_y$ and itself. The four spatial states have energies

$$
\begin{aligned}
xy-yx:&\quad 2h+\mathcal J-K, & xy+yx:&\quad 2h+\mathcal J+K,\\
xx-yy:&\quad 2h+\mathcal J_0-K, & xx+yy:&\quad 2h+\mathcal J_0+K .
\end{aligned}
$$

A turn by $45^\circ$ about the axis converts $xy+yx$ into $xx-yy$, up to sign, so these two have equal energy and $\mathcal J_0=\mathcal J+2K$. Relative to the triplet, the energies are $0,\,2K,\,2K,\,4K$. $K$ is the electrostatic self-energy of a charge distribution, so it is positive, and the triplet is lowest. With Hartree–Fock orbitals of the triplet in the 6-31G* basis, the gaps are $0.048$, $0.048$ and $0.096$ hartree, in this pattern with $K\approx0.024$ hartree. Correlation with the other electrons is left out of these gaps. A configuration interaction over the full valence shell (12 electrons in 8 orbitals, same basis) keeps the triplet lowest, with the same symmetry and a weight of $0.95$ on this configuration. It shrinks the gaps to $0.036$, $0.036$ and $0.056$ hartree, so the exact $1:2$ ratio belongs to the two-orbital model only.

### The vibrational factor

In O$_2$ the vibrational function depends only on the distance $|\mathbf R_1-\mathbf R_2|$, which $P$ does not change. So $s_{\rm vib}=+1$ in every vibrational level.

In CO$_2$ let $\mathbf d$ be the displacement of carbon from the oxygen midpoint. $P$ leaves $\mathbf d$ alone but reverses $\mathbf n$, so

$$
z_C=\mathbf n\cdot\mathbf d\;\to\;-z_C,\qquad
\mathbf d_\perp=\mathbf d-\mathbf n(\mathbf n\cdot\mathbf d)\;\to\;\mathbf d_\perp .
$$

The antisymmetric stretch changes sign, while the bending displacement and the O–O distance do not. This does not assign $s_{\rm vib}=+1$ to an excited bend. One bending quantum carries vibrational angular momentum and lies outside the product form used in (1). Each $J\ge1$ then has two components of opposite sign under $P$, so one of them survives for every $J\ge1$.

The vibrational ground state is the lowest solution of a real Schrödinger equation with one potential surface, so it can be taken positive everywhere. The potential is the same before and after the exchange, so $P$ turns this nondegenerate function into $\pm$ itself. A positive function stays positive when its arguments are relabelled, so the sign is plus: $s_{\rm vib}=+1$.

One quantum of antisymmetric stretch is different. In the harmonic approximation its function is $z_C$ times an even function of $z_C$, which gives $s_{\rm vib}=-1$. This is why the words "ground state" must include the vibration.

Does the electronic sign survive when carbon is off centre? For real functions of a nondegenerate electronic state, exchanging the oxygen labels leaves the same charges at the same places. The electronic function can change only by a sign. A sign cannot jump during a continuous displacement, provided no other electronic state crosses, so it keeps its value from the symmetric geometry. With carbon displaced by $0.20$ bohr along the axis, the Hartree–Fock determinant gives $+1.0000$. For a closed-shell determinant the $(\det U)^2$ argument already forces this sign at any displacement. The continuity argument is what carries it over to the correlated function.

### Putting the signs together

Insert the factors in (1). For CO$_2$ in its electronic and vibrational ground state,

$$
(+1)(+1)(-1)^J=+1\quad\Longrightarrow\quad J=0,2,4,\ldots
$$

For O$_2$ in its $^3\Sigma_g^-$ state,

$$
(-1)(+1)(-1)^N=+1\quad\Longrightarrow\quad N=1,3,5,\ldots
$$

For CO$_2$ with one quantum of antisymmetric stretch, $(+1)(-1)(-1)^J=+1$ leaves odd $J$. This fits the infrared spectrum. The electric dipole operator is unchanged by $P$, because both oxygen nuclei have the same charge. Absorption therefore connects symmetric states with symmetric states: even $J$ below, odd $J$ above, with $J$ changing by one.

The restriction for O$_2$ concerns $N$, not $J$. With $S=1$, the level $N=1$ has $J=0,1,2$, and $N=3$ has $J=2,3,4$. Both even and odd $J$ occur.

### How firm is the result?

I used a product wavefunction, but the missing levels do not return when its parts are coupled. The full Hamiltonian treats the two nuclei identically, so it commutes with $P$ and cannot mix symmetric with antisymmetric functions. In O$_2$, spin-dependent forces can mix $N=1$ with $N=3$ when both have $J=2$. Within this electronic state they cannot mix odd with even $N$.

The result does fail if the nuclei differ. In $^{16}$O$^{18}$O, or in CO$_2$ with one oxygen of each kind, no exchange condition exists and both parities are allowed. If the two nuclei are identical but have nonzero spin, both symmetric and antisymmetric spin functions exist. Both rotational parities then occur, with different statistical weights.

### Numbers for the lowest levels

The signs can also be measured directly. I evaluated the Hartree–Fock determinants at random electron positions, with the axis along $\mathbf n$ and then along $-\mathbf n$. The ratio is $+1.0000$ for CO$_2$ and $-1.0000$ for O$_2$. For O$_2$, inversion alone gives $+1.0000$ and reflection alone gives $-1.0000$, in agreement with (3).

The same calculations give a C–O bond length of $2.161$ bohr and an O–O bond length of $2.196$ bohr. In CO$_2$ the carbon sits at the centre and does not contribute to the moment of inertia:

$$
I_{\rm CO_2}=2m_{\rm O}r_{\rm CO}^2=2.72\times10^5\;m_e a_0^2 .
$$

In O$_2$ each nucleus is half a bond length from the centre:

$$
I_{\rm O_2}=2m_{\rm O}\left(\frac{r_{\rm OO}}2\right)^2=\frac{m_{\rm O}r_{\rm OO}^2}{2}=7.03\times10^4\;m_e a_0^2 .
$$

In atomic units the rotational constant is $B=1/(2I)$, so

$$
\begin{aligned}
B_{\rm CO_2}&=\frac1{2(2.72\times10^5)}=1.84\times10^{-6}\ \text{hartree}=0.403\ \mathrm{cm^{-1}},\\
B_{\rm O_2}&=\frac1{2(7.03\times10^4)}=7.11\times10^{-6}\ \text{hartree}=1.56\ \mathrm{cm^{-1}} .
\end{aligned}
$$

The rigid-rotor energy is $BN(N+1)$. The lowest allowed levels are:

- CO$_2$: $0$ for $J=0$, $6B=2.42\ \mathrm{cm^{-1}}$ for $J=2$, and $20B=8.06\ \mathrm{cm^{-1}}$ for $J=4$.
- O$_2$: $2B=3.12\ \mathrm{cm^{-1}}$ for $N=1$, $12B=18.7\ \mathrm{cm^{-1}}$ for $N=3$, and $30B=46.8\ \mathrm{cm^{-1}}$ for $N=5$.

These values omit electron correlation, vibrational averaging, centrifugal distortion and the spin splittings of O$_2$, and they are not converged in the basis. In the larger cc-pVTZ basis the Hartree–Fock bond lengths shorten to $2.147$ and $2.178$ bohr, which raises $B$ to $0.408$ and $1.59\ \mathrm{cm^{-1}}$, by 1–2%. Correlation works the other way in O$_2$: coupled cluster in the 6-31G* basis gives about $2.31$ bohr and $B\approx1.4\ \mathrm{cm^{-1}}$. They illustrate the spacing; the selection of levels rests on the signs. In this model O$_2$ keeps a rotational energy of $2B$ even in its lowest state, because $N=0$ is not available. The spin splitting is not small on this scale. The magnetic spin–spin interaction alone, evaluated with the same orbitals, spreads the three $N=1$ levels over about $1.5\ \mathrm{cm^{-1}}$ with $J=0$ lowest, and the measured spread is about $4\ \mathrm{cm^{-1}}$. So $2B$ is the rotational part of the energy, not the position of the lowest real level.

The two patterns can be told apart in a rotational Raman spectrum, where $N$ rises by 2. The line starting from level $N$ lies at

$$
B\left[(N+2)(N+3)-N(N+1)\right]=B(4N+6).
$$

If every $N$ were present, neighbouring lines would be $4B$ apart. With every second level missing they are $8B$ apart in both molecules, so the spacing alone does not distinguish even from odd. The first line does: it lies at $6B$ for CO$_2$, starting from $J=0$, and at $10B$ for O$_2$, starting from $N=1$, apart from spin splittings.

## Values computed for the example and the checks

```
Method: Hartree-Fock, basis 6-31g*
CO2 electronic factor, axial rotation: +1.0000
CO2 electronic factor, inversion:      +1.0000
CO2 electronic factor, reflection:     +1.0000
CO2 electronic factor, nuclear swap:   +1.0000
O2 electronic factor, axial rotation: +1.0000
O2 electronic factor, inversion:      +1.0000
O2 electronic factor, reflection:     -1.0000
O2 electronic factor, nuclear swap:   -1.0000
CO2 carbon offset in swap test: 0.20 bohr
CO2 swap factor with carbon off centre: +1.0000
O2 pi_g pair energies above the triplet (hartree): 0.0000 0.0478 0.0478 0.0956
Rotor swap signs, N = 0 to 7: +1 -1 +1 -1 +1 -1 +1 -1
CO2 antisymmetric stretch swap signs, v = 0, 1: +1 -1
CO2 stretch spacing, one-mode model: 2612 cm^-1
CO2 ground state, allowed J up to 7: [0, 2, 4, 6]
CO2 one antisymmetric quantum, allowed J: [1, 3, 5, 7]
O2 ground state, allowed N up to 7: [1, 3, 5, 7]
O2 N = 1, S = 1: J = [0, 1, 2]
O2 N = 3, S = 1: J = [2, 3, 4]
Masses: 16-O 15.9949 u, 12-C 12.0000 u
CO2 computed bond length: 2.161 bohr
CO2 moment of inertia: 2.7225e+05 m_e bohr^2
CO2 rotational constant B: 0.4031 cm^-1 = 1.8366e-06 hartree
CO2 level 0: 0.000 cm^-1
CO2 level 2: 2.418 cm^-1
CO2 level 4: 8.062 cm^-1
O2 computed bond length: 2.196 bohr
O2 moment of inertia: 7.0306e+04 m_e bohr^2
O2 rotational constant B: 1.5609 cm^-1 = 7.1118e-06 hartree
O2 level 1: 3.122 cm^-1
O2 level 3: 18.730 cm^-1
O2 level 5: 46.826 cm^-1
```
